# Substrate tension beneath a compressed film: stretching and bending

## Problem

A film 1 µm thick is bonded to one face of a substrate 500 µm thick. The film carries an in-plane compressive stress of 1 GPa, equal in all in-plane directions. This is its mean stress in the final state, when the plate lies free, with no outside force or moment on it. The substrate was free of stress before it received the film.

Find the in-plane stress in the substrate just below the interface, far from the edges of the plate. Find also the stress at the back face, and say what changes if the plate is held flat.

Tension is counted positive. The film and substrate thicknesses are $h_f$ and $h_s$, and $S=1$ GPa is the size of the film compression, so the mean film stress is $-S$. The height $z$ is measured from the midplane of the substrate towards the film. The interface is at $z=h_s/2$ and the back face at $z=-h_s/2$.

## A tempting solution

Cut the plate with an imaginary plane perpendicular to its faces. Per unit width of the cut, the film carries a compressive force of size

$$N=S h_f=(10^9\ \text{Pa})(10^{-6}\ \text{m})=1000\ \text{N/m}.$$

No outside force acts, so the total force through the cut is zero, and the substrate must carry a tensile force of the same size. Spread over the substrate thickness, this gives

$$\sigma=\frac{N}{h_s}=\frac{1000\ \text{N/m}}{500\times10^{-6}\ \text{m}}=2\ \text{MPa}.$$

The substrate, on this reasoning, is under a uniform tension of 2 MPa, at the interface as everywhere else.

## Where it fails

The force balance is correct, and 2 MPa is indeed the mean substrate stress. The fault lies in the words "spread over the substrate thickness". Force balance fixes the mean of the stress but says nothing about its distribution.

A free plate must satisfy a second condition: the total moment through the cut must also vanish. The proposed solution violates it. The film's push acts at the top of the substrate, while a uniform tension has its resultant at the midplane, a distance $h_s/2$ lower. Two equal and opposite forces on different lines form a couple. Per unit width its size is

$$N\frac{h_s}{2}=(1000\ \text{N/m})(250\times10^{-6}\ \text{m})=0.25\ \text{N},$$

where the unit is that of a moment, N m, divided by a width in m. Nothing outside the plate balances this couple, so the plate bends until the substrate's own stresses do.

## The right solution

**Shape of the stress profile.** Take both layers as linear elastic and isotropic in the plane, with a perfect bond and small deflections. In a thin plate, lines normal to the midplane stay straight and normal as the plate bends. The in-plane strain is then linear in height,

$$\varepsilon(z)=\varepsilon_0+\kappa z,$$

where $\varepsilon_0$ is the midplane strain and $\kappa$ the curvature, positive when the film side is longer and therefore convex.

The faces are free, so the stress along $z$ is negligible. With equal stresses $\sigma$ in the two in-plane directions, Hooke's law reads

$$\varepsilon=\frac{\sigma-\nu_s\sigma}{E_s},\qquad\text{so}\qquad \sigma=M_s\varepsilon,\qquad M_s=\frac{E_s}{1-\nu_s}.$$

Here $E_s$ is Young's modulus, $\nu_s$ Poisson's ratio and $M_s$ the biaxial modulus of the substrate. A linear strain therefore gives a linear stress, which can be written as

$$\sigma(z)=m+b\,\frac{2z}{h_s}.$$

The constant $m$ is the stretching part. The constant $b$ is the bending part at the interface, where $2z/h_s=1$.

**Force balance.** The term linear in $z$ integrates to zero over the symmetric interval, so

$$\int_{-h_s/2}^{h_s/2}\sigma\,dz=m h_s=N,\qquad m=\frac{N}{h_s}.$$

**Moment balance.** Take moments about the substrate midplane. To leading order in $h_f/h_s$ the film force $-N$ acts at height $h_s/2$, and the film's own resistance to bending is negligible. Hence

$$\int_{-h_s/2}^{h_s/2}\sigma z\,dz-N\frac{h_s}{2}=0.$$

The constant $m$ contributes nothing to this integral, because $z$ is odd. The bending part gives

$$\int_{-h_s/2}^{h_s/2}b\,\frac{2z^2}{h_s}\,dz=\frac{2b}{h_s}\,\frac{h_s^3}{12}=\frac{b h_s^2}{6}.$$

Setting this equal to $Nh_s/2$ gives

$$b=\frac{3N}{h_s}.$$

The sign is positive: bending adds tension on the film side. The compressed film tries to expand, lengthens the face to which it is bonded and makes that face convex.

**Result.** Adding the two parts,

$$\sigma(z)=\frac{N}{h_s}\left(1+\frac{6z}{h_s}\right).$$

At the interface, $z=h_s/2$ and the bracket is $1+3=4$, so

$$\sigma_{\rm int}=\frac{N}{h_s}+\frac{3N}{h_s}=4S\frac{h_f}{h_s}=2\ \text{MPa}+6\ \text{MPa}=8\ \text{MPa}.$$

At the back face, $z=-h_s/2$ and the bracket is $1-3=-2$. The stress there is $-4$ MPa, a compression. The tempting solution is thus too small by a factor of four at the interface and has the wrong sign at the back.

The stress vanishes where $1+6z/h_s=0$, at $z=-h_s/6$. Measured down from the interface, this depth is

$$\frac{h_s}{2}+\frac{h_s}{6}=\frac{2h_s}{3}=333\ \text{µm}.$$

The upper two thirds of the substrate are in tension and the lower third is in compression.

## What the stress means

The in-plane stress jumps from about $-1000$ MPa in the film to $+8$ MPa in the substrate. Such a jump is allowed, because equilibrium across the interface constrains the tractions acting on the interface itself, not the stress parallel to it. Far from the edges those tractions vanish in this model. The 8 MPa is therefore not a stress that peels the film off. It acts parallel to the interface and tends to open a substrate crack whose faces are perpendicular to the interface. Whether such a crack grows depends also on its size, on the toughness of the substrate and on the film bonded across its mouth.

The force passes between film and substrate near the edges of the film, through shear and peeling stresses. Within a few substrate thicknesses of an edge the linear profile should not be used.

## Holding the plate flat

Keep the film compression at 1 GPa, and let outside moments hold the plate flat while it remains free to stretch. The curvature is then zero and so is $b$. Force balance is unchanged, and the substrate stress is uniform:

$$\sigma=\frac{N}{h_s}=2\ \text{MPa}.$$

The tempting solution is the right answer to this different problem, in which the support supplies the missing couple of 0.25 N.

If the substrate is prevented from stretching as well, its strain is zero throughout and its stress is zero. The support then balances the whole film force. The tension below a compressed film thus depends on the constraint: 8, 2 or 0 MPa for the same film stress.

## How strongly the plate bends

The bending strain at the interface is $\kappa h_s/2$, so $b=M_s\kappa h_s/2$. Solving for the curvature,

$$\kappa=\frac{2b}{M_sh_s}=\frac{6N}{M_sh_s^2}.$$

This relation needs an elastic modulus, whereas $\sigma_{\rm int}$ at given $S$ does not, to leading order. Take rough values for a silicon wafer with (100) faces, $E_s=130$ GPa and $\nu_s=0.28$; wafers cut in other orientations can have a different biaxial modulus. Then $M_s=130/0.72=180.6$ GPa, and

$$\kappa=\frac{6(1000\ \text{N/m})}{(180.6\times10^9\ \text{Pa})(500\times10^{-6}\ \text{m})^2}=0.133\ \text{m}^{-1}.$$

The radius of curvature is $1/\kappa=7.5$ m. Across a disc 20 mm in diameter, the centre then stands only about 7 µm above the rim, yet this bending supplies three quarters of the interface stress.

## Corrections to the thin-film result

**Finite film thickness.** If the misfit strain of the film is uniform through its thickness, the film force acts at the middle of the film, at height $(h_s+h_f)/2$, and the film also resists bending. Let $M_f=E_f/(1-\nu_f)$ be its biaxial modulus. A linear stress of slope $M\kappa$ across a layer of thickness $h$ has moment $M\kappa h^3/12$ about the middle of that layer. The moment balance becomes

$$\frac{\kappa}{12}\left(M_sh_s^3+M_fh_f^3\right)=\frac{N(h_s+h_f)}{2}.$$

Solve for $\kappa$ and insert it into $\sigma_{\rm int}=N/h_s+M_s\kappa h_s/2$:

$$\sigma_{\rm int}=\frac{N}{h_s}+\frac{3N(h_s+h_f)M_sh_s}{M_sh_s^3+M_fh_f^3}.$$

With $t=h_f/h_s$, the film's bending resistance enters only at order $t^3$. To first order in $t$,

$$\sigma_{\rm int}\approx\frac{N}{h_s}\left[1+3(1+t)\right]=\frac{4N}{h_s}\left(1+\frac{3t}{4}\right).$$

For $t=0.002$ the correction is 0.15 percent of the leading value, and the stress is 8.012 MPa. This correction is not fixed by the mean film stress alone. Deposited films often have a stress gradient through their thickness, which shifts the line of action of the force. A film stress with the same mean that rises linearly from zero at the interface shifts it up by $h_f/6$ and gives 8.016 MPa, and the reverse gradient gives 8.008 MPa.

This was tested without using the two balances, by minimising the elastic energy of the two layers with separate strains and curvatures along $x$ and $y$. The film constants were $E_f=250$ GPa and $\nu_f=0.25$, rough typical values for a hard nitride, which give $M_f=333.3$ GPa. With the film compression set to 1 GPa, the minimum gave 8.012 MPa at the interface and $-4.012$ MPa at the back face. With the curvature held at zero, it gave 2.000 MPa.

**Stress before release.** Suppose instead that 1 GPa is the film compression while the substrate is still held flat and unstressed. On release the substrate surface stretches by $\sigma_{\rm int}/M_s$. The thin film follows, and loses compression $M_f\sigma_{\rm int}/M_s$. In this paragraph let $S$ stand for the final compression, which is now somewhat below 1 GPa. As a fraction of it, the loss is

$$\lambda=\frac{M_f}{M_s}\,\frac{4h_f}{h_s}=\frac{333.3}{180.6}(0.008)=0.0148.$$

The initial compression is therefore $S(1+\lambda)$, and the loss relative to that initial value is $\lambda/(1+\lambda)$, or 1.46 percent. The energy minimum also gives 1.46 percent. The film keeps 0.985 GPa, and the interface tension is 7.90 MPa instead of 8.01 MPa.

**Large deflection.** A flat disc cannot become a shallow spherical cap without some in-plane strain. Let the disc have radius $a$, and let its deflection at distance $r$ from the centre be $\kappa r^2/2$ in size. The slope $\kappa r$ lengthens radial lines by the strain $(\kappa r)^2/2$. With radial displacement $u$, the midplane strains are

$$\varepsilon_r=u'+\frac{\kappa^2r^2}{2},\qquad \varepsilon_\theta=\frac{u}{r}.$$

Since $u'=(r\varepsilon_\theta)'=\varepsilon_\theta+r\varepsilon_\theta'$, eliminating $u$ gives

$$\varepsilon_r-\varepsilon_\theta-r\varepsilon_\theta'=\frac{\kappa^2r^2}{2}.$$

In-plane equilibrium requires $\sigma_\theta=(r\sigma_r)'$, and the free rim requires $\sigma_r(a)=0$. Try

$$\sigma_r=c(a^2-r^2),\qquad \sigma_\theta=c(a^2-3r^2),$$

which satisfy both. Hooke's law for the substrate then gives

$$E_s(\varepsilon_r-\varepsilon_\theta)=(1+\nu_s)(\sigma_r-\sigma_\theta)=2(1+\nu_s)cr^2,$$

$$E_s\varepsilon_\theta=\sigma_\theta-\nu_s\sigma_r=c\left[(1-\nu_s)a^2-(3-\nu_s)r^2\right],$$

$$-E_sr\varepsilon_\theta'=2(3-\nu_s)cr^2.$$

The first and third lines add up to $8cr^2$, which must equal $E_s\kappa^2r^2/2$. Hence $c=E_s\kappa^2/16$, and the extra tension at the centre is

$$\sigma_{\rm mem}=\frac{E_s\kappa^2a^2}{16}.$$

For a disc 20 mm in diameter this is 0.014 MPa, negligible beside 8 MPa. For a wafer 100 mm in diameter the same curvature gives 0.36 MPa, or 4.5 percent of 8 MPa. At the rim the hoop component is $-2ca^2$, a compression twice as large, 0.72 MPa. These values are for an isotropic substrate. The membrane stress is not equal in all directions, so the in-plane anisotropy of (100) silicon enters. With its cubic elastic constants the modulus in this formula becomes about 147 GPa, and the centre values rise by about 13 percent, to 0.016 and 0.41 MPa. The bow $\kappa a^2/2$ would then be 166 µm, a third of the substrate thickness. The 0.36 MPa is not the net change in the interface stress. The in-plane strain energy also opposes the bending and lowers the curvature, which reduces the bending tension at the interface. For the isotropic 100 mm disc at fixed film misfit, this removes about 0.25 MPa at the centre, so the interface stress there rises only by about 0.09 MPa, to 8.10 MPa. The larger change lies towards the rim, where the hoop stress at the interface falls to about 7.2 MPa.

## The real case

The numbers lie in the range of a hard nitride film on a silicon wafer. A thickness near 500 µm is ordinary for such a wafer, and a compression of 1 GPa is within the range found in hard nitride films, where the stress depends strongly on the deposition conditions. One important assumption is that one face alone is coated. Some deposition processes coat both faces. If the two films are equal, and each keeps a compression of 1 GPa, their moments cancel and their forces add. The substrate tension is then uniform and equal to $2N/h_s=4$ MPa to leading order, half the one-sided interface value. The 8 MPa also assumes a continuous film. A film cut into a pattern has edges across the whole wafer, and the bare parts of the substrate change how the parts under the film stretch and bend. The stress then depends on the pattern and needs a separate calculation.

The numerical output below lists the values for both readings of the film stress and for both disc sizes.

## Computed results

```
INPUTS (elastic constants are rough typical values)
Film compression after release: 1.000 GPa
Film thickness: 1.0 um
Substrate thickness: 500.0 um
Film Young modulus: 250 GPa; Poisson ratio: 0.25
Substrate Young modulus: 130 GPa; Poisson ratio: 0.28
Film biaxial modulus: 333.3 GPa
Substrate biaxial modulus: 180.6 GPa
LEADING-ORDER RESULTS
Thickness ratio film/substrate: 0.0020
Film force per width, size: 1000.0 N/m
Bending moment per width: 0.2500 N
Stretching stress: 2.000 MPa
Bending stress at interface: 6.000 MPa
Total interface stress: 8.000 MPa
Back-face stress: -4.000 MPa
Zero-stress depth below interface: 333.33 um
Curvature: 0.1329 1/m
Radius of curvature: 7.523 m
ENERGY-MINIMUM RESULTS
Interface stress: 8.0120 MPa
Back-face stress: -4.0120 MPa
Zero-stress depth: 333.17 um
Interface stress if held flat: 2.0000 MPa
SIZE OF NEGLECTED EFFECTS
Finite-thickness change: 0.150 percent
If 1 GPa is instead the film stress before release:
  Film stress loss, energy minimum: 1.460 percent
  Film stress loss, estimate: 1.477 percent
  Film compression after release: 0.9854 GPa
  Interface stress: 7.8950 MPa
Large deflection, estimated with the small-deflection curvature:
  Bow of 20 mm disc: 6.65 um
  Its central membrane tension: 0.0144 MPa
  Bow of 100 mm wafer: 166.2 um
  Its central membrane tension: 0.359 MPa
```
